The adiabatic-connection fluctuation-dissipation formula derived in two ways

**One electron**

A single electron does not repel itself. The Hartree energy

U = ½ ∬ w(r,r') n(r) n(r') dr dr'

is nevertheless positive for it, so the exchange-correlation energy must be E_xc = −U. Here w(r,r') = w(r',r) is the repulsion, n the density, and Hartree atomic units are used.

The same result follows from density fluctuations. For one electron at position x the density operator is n̂(r) = δ(r−x), so

⟨n̂(r)n̂(r')⟩ = ⟨δ(r−x)δ(r'−x)⟩ = n(r)δ(r−r').

With δn̂ = n̂ − n, the fluctuation function is

S(r,r') = ⟨δn̂(r)δn̂(r')⟩ = n(r)δ(r−r') − n(r)n(r').

Subtract nδ, multiply by w/2 and integrate:

½ ∬ w [S − nδ] = −½ ∬ w n n' = −U.

The subtracted piece, −½∬w nδ, is the self-term. It removes the electron's interaction with itself, which S contains.

For the Coulomb repulsion the two pieces must be combined before the space integral is done. The hydrogen atom shows this. Its density is e^(−2r)/π, with Fourier transform

n_q = (4/q) ∫₀^∞ r e^(−2r) sin(qr) dr = (4/q) Im[1/(2−iq)²] = 16/(4+q²)² = 1/(1+q²/4)².

Keep only those Fourier components 4π/q² of the repulsion with q < Q. The measure is ½·(4π/q²)·4πq²dq/(2π)³ = dq/π, so

self-term = −(1/π) ∫₀^Q dq = −Q/π,
fluctuation term = (1/π) ∫₀^Q (1 − n_q²) dq.

For Q = 20 per bohr these are −6.3662 and 6.0537 hartree, with sum −0.3125 hartree. Each diverges as Q grows, while the sum tends to

−(1/π) ∫₀^∞ dq/(1+q²/4)⁴ = −(2/π) ∫₀^{π/2} cos⁶θ dθ = −(2/π)(5π/32) = −5/16 hartree,

where q = 2 tan θ. This is −U for hydrogen.

**The statement for N electrons**

Let T be the kinetic energy and W the repulsion, a sum over distinct pairs. Consider

H_λ = T + λW + ∫ v_λ(r) n̂(r) dr, 0 ≤ λ ≤ 1,

where v_λ is chosen so that the ground state Ψ_λ has the same density n at every λ. At λ = 1 this is the real system, at λ = 0 the Kohn-Sham system. That such a v_λ exists is an assumption about n. Write ⟨…⟩_λ for the average in Ψ_λ, and define

F_λ = ⟨T + λW⟩_λ, F_0 = T_s, E_xc = F_1 − T_s − U.

The response function χ_λ(r,r';iu) is the density change at r, per unit strength, caused by a potential at r' that grows as e^(ut). This is the retarded response for e^(−iωt) at ω = iu. The result to be shown is

E_xc = −½ ∫₀¹dλ ∬ w(r,r') { (1/π)∫₀^∞du χ_λ(r,r';iu) + n(r)δ(r−r') } dr dr'. (1)

Both derivations use one operator identity. The double sum over all electrons in ½∬w n̂n̂' counts each distinct pair twice, which the ½ repairs, and also contains the terms in which an electron meets itself. Removing those gives

W = ½ ∬ w(r,r') [n̂(r)n̂(r') − δ(r−r')n̂(r)].

Since ⟨n̂n̂'⟩_λ = nn' + S_λ at fixed density,

⟨W⟩_λ − U = ½ ∬ w [S_λ(r,r') − n(r)δ(r−r')]. (2)

For Coulomb repulsion, w is first cut off at Q as above, and Q is released after the two terms have been combined.

**First derivation: variational principle and excited states**

Ψ_λ minimizes ⟨H_λ⟩. Among states with density n the potential energy ∫v_λn is the same for all, so Ψ_λ also minimizes ⟨T+λW⟩ among them. Using Ψ_λ as a trial state at another coupling μ gives

F_μ ≤ ⟨T+μW⟩_λ = F_λ + (μ−λ)⟨W⟩_λ.

Exchanging λ and μ gives F_λ ≤ F_μ + (λ−μ)⟨W⟩_μ. For μ > λ the two inequalities combine to

(μ−λ)⟨W⟩_μ ≤ F_μ − F_λ ≤ (μ−λ)⟨W⟩_λ.

So ⟨W⟩_λ never rises with λ: a stronger repulsion leads the electrons to avoid one another more, or at least not less. Now divide the interval from 0 to 1 into L equal steps and add the inequalities. F_1 − F_0 lies between the sums of ⟨W⟩/L taken at the right and at the left ends of the steps. These sums differ by (⟨W⟩_0 − ⟨W⟩_1)/L, which vanishes as L → ∞. Hence

F_1 − F_0 = ∫₀¹ ⟨W⟩_λ dλ, and E_xc = ∫₀¹ (⟨W⟩_λ − U) dλ. (3)

The kinetic part of correlation is included in this integral, although only W appears in it.

It remains to express S_λ by the response. Let Ψ_λ be non-degenerate, with excited states k at energies Ω_k > 0 above it, and let ρ_k(r) = ⟨k|n̂(r)|Ψ_λ⟩. Without a magnetic field the states can be chosen real. Add the perturbation εe^(ut)n̂(r') and write the state, apart from its overall phase, as Ψ_λ + Σ_k c_k|k⟩. To first order in ε,

i dc_k/dt = Ω_k c_k + ε e^(ut) ρ_k(r').

The solution that vanishes in the distant past is c_k = a_k e^(ut), with iu a_k = Ω_k a_k + ερ_k(r'), so

a_k = −ερ_k(r')/(Ω_k − iu) = −ερ_k(r')(Ω_k + iu)/(Ω_k² + u²).

The density change is 2 Re Σ_k c_k ρ_k(r), and division by εe^(ut) gives

χ_λ(r,r';iu) = −Σ_k 2Ω_k ρ_k(r)ρ_k(r')/(Ω_k² + u²). (4)

The sign is negative for r = r': raising the potential at a point lowers the density there. On the imaginary axis there are no poles, and for r = r' the magnitude of the response falls smoothly with u.

Each term is a Lorentzian in u with an area that does not depend on Ω_k:

∫₀^∞ 2Ω_k du/(Ω_k² + u²) = 2[arctan(u/Ω_k)]₀^∞ = π.

Therefore

−(1/π) ∫₀^∞ χ_λ(r,r';iu) du = Σ_k ρ_k(r)ρ_k(r').

The right side is S_λ. To see this, insert a complete set of states between the two operators in ⟨δn̂(r)δn̂(r')⟩_λ. The ground state contributes ⟨δn̂⟩⟨δn̂'⟩ = 0, and for an excited state ⟨k|δn̂|Ψ_λ⟩ = ρ_k because the constant n has no matrix element between orthogonal states. So

S_λ(r,r') = −(1/π) ∫₀^∞ χ_λ(r,r';iu) du. (5)

Putting (5) into (2) and (2) into (3) gives (1).

**Second derivation: free energy and imaginary time**

The second route starts from thermal equilibrium at inverse temperature β, with N fixed and the system in a finite box so that the partition function exists. It uses neither the minimum property nor a list of excited states. Let v_λ now be the potential that keeps the thermal density equal to n, and define

Z_λ = Tr e^(−βH_λ), Φ_λ = −(1/β) ln Z_λ − ∫ v_λ n.

Under the trace, the derivative of e^(−βH_λ) is −β(dH_λ/dλ)e^(−βH_λ), because cyclic order allows the factor to be moved to one side. Thus

dΦ_λ/dλ = ⟨W + ∫(dv_λ/dλ)n̂⟩ − ∫(dv_λ/dλ)n = ⟨W⟩_λ,

where the average is thermal. The changes of potential cancel because the density is fixed. Since −(1/β)ln Z is energy minus temperature times entropy, Φ_λ tends to F_λ as β → ∞, and the λ-integral of this equation becomes (3).

For the fluctuations, abbreviate A = δn̂(r), B = δn̂(r'), and let A(t) = e^(iHt)Ae^(−iHt) at a given λ. Under the perturbation εe^(ut)B, with u > 0, the equation i dρ/dt = [H+εe^(ut)B, ρ] for the density matrix gives, to first order and in the interaction picture,

δρ(0) = −iε ∫_{−∞}^0 dt' e^(ut') [B(t'), ρ_eq].

Multiply by A and take the trace. From Tr A[B,ρ_eq] = ⟨[A,B]⟩, and since equilibrium averages depend only on time differences, the substitution t = −t' gives

χ(r,r';iu) = −i ∫₀^∞ dt e^(−ut) ⟨A(t)B − BA(t)⟩. (6)

Let g(z) = ⟨A(z)B⟩ for complex time z. Cyclic order of the trace gives

⟨BA(t)⟩ = Z⁻¹ Tr A(t)e^(−βH)B = Z⁻¹ Tr e^(−βH)[e^(βH)A(t)e^(−βH)]B = g(t−iβ).

Choose u = ν_m = 2πm/β with m = 1, 2, …. Then e^(−ν_m z) has the same value at z = t and at z = t − iβ, because e^(iν_mβ) = 1. So (6) is −i times the integral of e^(−ν_m z)g(z) along the real half-line, minus the same integral along the half-line shifted by −iβ. In the strip between them g is analytic, and the far end contributes nothing because e^(−ν_m t) vanishes there. By Cauchy's theorem the difference equals the integral down the near end, from 0 to −iβ. With z = −iτ and dz = −i dτ,

χ(r,r';iν_m) = (−i)(−i) ∫₀^β dτ e^(iν_mτ) C(τ) = −∫₀^β dτ e^(iν_mτ) C(τ), C(τ) = g(−iτ). (7)

The response at these frequencies is thus minus a Fourier coefficient of the imaginary-time correlation function. Let K_m denote the right side of (7) for every integer m. At negative m the substitution τ → β−τ, with C_AB(β−τ) = C_BA(τ) from cyclic order, gives K_{−m}(r,r') = χ(r',r;iν_m).

The quantity wanted is C(0) = ⟨AB⟩ = S. At the other end C(β) = ⟨BA⟩. Density operators at two points commute, so C(0) = C(β). The periodic continuation of C is continuous, and its Fourier series converges to its value at τ = 0:

S(r,r') = −(1/β) Σ_m K_m(r,r'), m from −∞ to ∞.

Multiply by w and integrate. Since w is symmetric, m and −m contribute equally:

∬ w S = −(1/β) ∬ w K_0 − (2/β) Σ_{m≥1} ∬ w χ(iν_m). (8)

Now let β → ∞. The frequencies have spacing 2π/β, so (2/β)Σ_m = (1/π)Σ_m(2π/β) becomes (1/π)∫₀^∞du. If the ground state is non-degenerate and separated by a gap, K_0 stays finite and its term vanishes as 1/β. What remains is (5) integrated with w, and (1) follows as before. For a finite set of levels the limit can be taken term by term; for a continuous system it is assumed that the limit may be exchanged with the sum.

**What each derivation assumes**

Both need a density that some v_λ reproduces at every λ. They differ in the other assumptions.

The coupling integral in the first derivation rests on the minimum property of ground states. It needs no derivative of v_λ or of Ψ_λ, and it yields the monotonic fall of ⟨W⟩_λ as well. The second needs v_λ to be differentiable in λ, and needs the fixed-density potentials to go over smoothly to their zero-temperature values.

For the fluctuations, the first derivation uses a complete set of states and, as written, real ones. For complex states (4) acquires a part that is antisymmetric in r and r', which the symmetric w removes. The second derivation never needs real states. It uses cyclic order, analyticity and the commutation of densities instead.

The sharpest difference concerns degeneracy. In the first derivation a partner state with Ω_k = 0 and ρ_k ≠ 0 contributes to S_λ but has a vanishing term in (4) for every u > 0, so (5) fails. (A partner that differs only in spin projection has ρ_k = 0 and does no harm.) The second shows where the lost part sits. Take one electron on two equal sites without hopping, so that H = 0. The thermal occupation of site 1 is ½, and its fluctuation is S₁₁ = ½ − ¼ = ¼. Nothing evolves, so C(τ) = ¼ for all τ. Then K_m = 0 for m ≠ 0, while K_0 = −β/4, and −K_0/β = ¼ restores S₁₁ at any temperature. With a degenerate ground state the zero-frequency term of (8) can therefore survive the limit. When the partners have equal weights, as here, their part of C(τ) is constant in τ, and adding this term to (1) restores what was lost. When the fixed density requires unequal weights p and 1−p, v_λ splits the partners by ln[p/(1−p)]/β, which is of the order of ν_m. What follows depends on whether n̂ has a matrix element between the partners. For the two sites it has none, so C(τ) stays constant and K_0 still restores the whole loss. If there is such an element, the transition makes C(τ) vary over the whole interval. Part of the lost fluctuation then sits in terms with m ≥ 1 that the u-integral of (1) does not contain, and K_0 alone does not restore it. In all these cases the zero-temperature limit gives the energy of the mixture of degenerate states that cooling at fixed density produces. For two real partners x and y with weights p and 1−p, the single complex state √p x + i√(1−p) y has the same density, ⟨T⟩, ⟨W⟩ and S as this mixture, because the cross terms of a real symmetric operator cancel in it.

**Exchange limit and correlation**

At λ = 0 take Ψ_0 to be a single determinant of real Kohn-Sham orbitals φ_i. The density operator moves one electron at a time, so only transitions from an occupied i to an unoccupied a of the same spin σ enter χ_0, with ρ = φ_iφ_a. Equation (5) gives

S_0(r,r') = Σ_σ Σ_i φ_i(r)φ_i(r') Σ_a φ_a(r)φ_a(r').

Completeness replaces the sum over a by δ(r−r') − γ_σ(r,r'), where γ_σ(r,r') = Σ_i φ_i(r)φ_i(r') over occupied orbitals. Since Σ_σγ_σ(r,r) = n(r),

S_0(r,r') = n(r)δ(r−r') − Σ_σ γ_σ(r,r')².

The self-term cancels the delta function, and the integrand of (1) at λ = 0 is the exchange energy:

E_x = −½ ∬ w Σ_σ γ_σ(r,r')². (9)

The self-term does not depend on λ. Subtracting the λ = 0 integrand from (1) removes it and leaves the correlation energy

E_c = −(1/2π) ∫₀¹dλ ∫₀^∞du Tr[w(χ_λ(iu) − χ_0(iu))], (10)

where Tr[wχ] means ∬w(r,r')χ(r',r).

To use (10) one needs χ_λ. Define a kernel f_λ by χ_λ = χ_0 + χ_0(λw + f_λ)χ_λ. The random-phase approximation (RPA) sets f_λ = 0, so χ_λ = (1−λχ_0w)⁻¹χ_0 and

Tr[wχ_λ] = Tr[(1−λχ_0w)⁻¹χ_0w] = −(d/dλ) Tr ln(1−λχ_0w).

The λ-integral is then elementary:

E_c(RPA) = (1/2π) ∫₀^∞du Tr[ln(1−χ_0w) + χ_0w].

**Four electrons on six sites**

A model small enough for full diagonalization shows the sizes of the terms. Two electrons of each spin occupy six sites spaced by 1 bohr, with finite-difference kinetic energy, repulsion w = 1/√(d²+1) at distance d in bohr, and external potential (0, −0.8, −1.2, −0.6, −0.4, 0) hartree. The delta function becomes δ_ij and w is finite at d = 0, so each term of (1) is finite. The energies are those of the site model within its own basis, not of a molecule.

From total energies, without any response function,

E_xc = F_1 − T_s − U = 4.205813 − 1.021762 − 4.756503 = −1.572452 hartree.

The double integral over χ_λ, with the density restored at each λ, gives the same −1.572452 hartree (−42.789 eV). This agreement is the main test in the numerical check, which also checks χ(iu) against real-time propagation.

The self-term is −½·1·4 = −2 hartree, because w = 1 hartree on a site. At λ = 0 the fluctuation term is 0.467714 hartree, so

E_x = 0.467714 − 2 = −1.532286 hartree,

in agreement with (9). Correlation is the remainder:

E_c = −1.572452 + 1.532286 = −0.040166 hartree (−1.093 eV).

The integrand ⟨W⟩_λ − U at λ = 0, ¼, ½, ¾, 1 is −1.532286, −1.555007, −1.574228, −1.590821 and −1.605347 hartree, falling as the first derivation requires. Simpson's rule on these five values,

(1/12)[−1.532286 − 4(1.555007) − 2(1.574228) − 4(1.590821) − 1.605347] = −1.57245 hartree,

reproduces E_xc.

If the external potential is held fixed instead of the density, the same double integral gives −1.594232 hartree. The error of −0.0218 hartree is about 54% of E_c in size. The density n_λ now changes with λ. Equations (2) and (5), written for n_λ, make the integrand ⟨W⟩_λ − U[n_λ], with the Hartree energy of the changing density in place of U. Moreover, at fixed potential the argument leading to (3) gives ∫₀¹⟨W⟩_λ dλ = E_1 − E_0, a difference of total energies that contains the change of ∫v n and starts from a non-interacting state whose density is not n, rather than F_1 − T_s.

RPA gives E_c = −0.0571 hartree, 42% larger in magnitude than the full result for this model. For one electron in the same chain, (1) gives E_xc = −U = −0.393941 hartree and hence no correlation, but RPA gives −0.0047 hartree. There the true χ_λ equals χ_0 at every λ, since W vanishes for one electron and v_λ need not change. The missing kernel must therefore be f_λ = −λw in its action on density changes, up to a constant potential, cancelling the electron's response to its own Hartree potential. Setting f_λ = 0 leaves that self-response in place.

Computed results

```
Energies in hartree unless marked; site spacing 1 bohr
sites, electrons, configurations: 6 4 225
external potential: [ 0.  -0.8 -1.2 -0.6 -0.4  0. ]
repulsion w at d=0..5: [1.      0.70711 0.44721 0.31623 0.24254 0.19612]
density n_i: [0.25983 0.94198 0.9166  0.60048 0.86348 0.41762]
KS potential (constant arbitrary): [1.94397 1.58224 1.43456 1.92224 1.87214 1.88994]
total energy E: 1.646623
F at lambda=1: 4.205813
T_s: 1.021762
Hartree energy U: 4.756503
E_xc from total energies: -1.572452
E_xc from response:       -1.572452
difference: 1.5e-13
E_xc in eV: -42.7886
fluctuation term at lambda=0: 0.467714
self-term: -2.000000
E_x from response:       -1.532286
E_x from density matrix: -1.532286
E_c from total energies: -0.040166
E_c from response:       -0.040166
E_c in eV: -1.0930
lambda 0.00: integrand -1.532286
lambda 0.25: integrand -1.555007
lambda 0.50: integrand -1.574228
lambda 0.75: integrand -1.590821
lambda 1.00: integrand -1.605347
dF/dlambda at 0.5, differences: 3.182276
<W> at 0.5: 3.182276
E_xc formula, potential held fixed (wrong): -1.594232
u=0 hartree: Tr w chi_0 -2.70912, Tr w chi_1 -1.74961 (no unit)
u=1 hartree: Tr w chi_0 -0.81193, Tr w chi_1 -0.72389 (no unit)
u=5 hartree: Tr w chi_0 -0.06580, Tr w chi_1 -0.06446 (no unit)
propagation: u=0.8 hartree, site 3 perturbed
chi column, propagation (1/hartree): [ 0.059   0.2999 -0.4914  0.1082  0.0291 -0.0048]
chi column, formula (1/hartree):     [ 0.059   0.2999 -0.4914  0.1082  0.0291 -0.0048]
fluctuation S_33, wavefunction (no unit): 0.452728
fluctuation S_33, response (no unit):     0.452728
E_c in RPA: -0.057074
one electron: E_xc -0.393941, -U -0.393941
one electron: E_c in RPA -0.004660
H atom Q=2/bohr: fluct 0.33448, self -0.63662, sum -0.30214
H atom Q=5/bohr: fluct 1.27914, self -1.59155, sum -0.31241
H atom Q=20/bohr: fluct 6.05370, self -6.36620, sum -0.31250
H atom -U from real space: -0.31250
```
